# Spin and pseudospin symmetry of the Dirac equation in central fields, part 2

A Dirac particle moves in real, static, local scalar and vector fields $S$, $V$. Which levels pair, and what splits them? Units are $\hbar=c=1$. With $\Sigma=V+S$, $\Delta=V-S$,

$$H=\begin{pmatrix}M+\Sigma&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-M+\Delta\end{pmatrix}$$

acts on $\psi=(\psi_u,\psi_l)$. Let $\mathbf s=\boldsymbol\sigma/2$, $\mathbf j=\mathbf l+\mathbf s$, $K=-(\boldsymbol\sigma\cdot\mathbf l+1)$, $U=\boldsymbol\sigma\cdot\mathbf p/|\mathbf p|$ (so $U^2=1$), $T=\mathrm{diag}(1,U)$, $\tilde T=\mathrm{diag}(U,1)$.

The spin $S_i=Ts_iT$ is conserved for constant $\Delta$, the pseudospin $\tilde S_i=\tilde Ts_i\tilde T$ for constant $\Sigma$. This constancy is necessary if the potential is a constant plus a part with an ordinary Fourier transform. The numerical test used plane waves, a displaced anisotropic Gaussian and a constant $C=0.37\,M$; "plain" means $\mathrm{diag}(s_i,s_i)$. Below, the constant is zero. The spin-free equations are

$$p^2\psi_u+(E+M)\Sigma\psi_u=(E^2-M^2)\psi_u\quad(\Delta=0),$$
$$p^2\psi_l+(E-M)\Delta\psi_l=(E^2-M^2)\psi_l\quad(\Sigma=0).$$

In central fields $\psi=(G\Omega_\kappa,\,iF\Omega_{-\kappa})/r$, $\int(G^2+F^2)dr=1$, where $\Omega_\kappa$ is a spinor harmonic with $K=\kappa$, $|\kappa|=j+\tfrac12$, $\kappa(\kappa+1)=l(l+1)$, $\kappa(\kappa-1)=\tilde l(\tilde l+1)$. With $A=E+M-\Delta$, $B=E-M-\Sigma$,

$$G'+\frac\kappa rG=AF,\qquad F'-\frac\kappa rF=-BG,\tag{1}$$
$$G''-\frac{\kappa(\kappa+1)}{r^2}G+\frac{\Delta'}{A}\Big(G'+\frac\kappa rG\Big)+ABG=0,\tag{2}$$
$$F''-\frac{\kappa(\kappa-1)}{r^2}F+\frac{\Sigma'}{B}\Big(F'-\frac\kappa rF\Big)+ABF=0.\tag{3}$$

For $\Sigma=0$, partners $\kappa_a=-\tilde l$, $\kappa_b=\tilde l+1$ share $F$, and

$$(M-E)^2(G_a^2-G_b^2)=\Big(F'+\frac{\tilde lF}{r}\Big)^2-\Big(F'-\frac{(\tilde l+1)F}{r}\Big)^2$$
$$=\frac{(2\tilde l+1)F}{r}\Big(2F'-\frac Fr\Big)=(2\tilde l+1)\Big(\frac{F^2}{r}\Big)'.\tag{4}$$

For $\Delta=0$, partners share $G$, and the companion identity is $(E+M)^2(F^2_{-l-1}-F^2_{l})=-(2l+1)(G^2/r)'$.

For $\Sigma=0$, $\Delta\to0$ at infinity and $|E|<M$, bound levels obey $E<-M+\max\Delta$. Charge conjugation is $G\leftrightarrow F$, $\kappa\to-\kappa$, $E\to-E$, $V\to-V$.

Labels are $n=n_G+1$; $n_G$, $n_F$ count interior nodes. For potentials finite at the origin and one turning point $r_t$ (where $AB$ changes sign), valence states, bound just below $+M$ by attractive $\Sigma$, have $n_F=n_G$ for $\kappa<0$ and $n_F=n_G+1$ for $\kappa>0$. Pseudospin partners are matched by equal $\tilde l$ and $n_F$; $\kappa<0$ states with $n_F=0$ are unpaired.

**Orbital generators.** Define $L_i=Tl_iT=\mathrm{diag}(l_i,Ul_iU)$ and $\tilde L_i=\tilde Tl_i\tilde T=\mathrm{diag}(Ul_iU,l_i)$. By conjugation each set obeys SU(2) and commutes with its spin set. From $[l_i,p_k]=i\epsilon_{ikm}p_m$ and $[s_i,\sigma_k]=i\epsilon_{ikm}\sigma_m$,
$$[j_i,\sigma_kp_k]=i\epsilon_{ikm}(\sigma_kp_m+\sigma_mp_k)=0,$$
an antisymmetric tensor being contracted with a symmetric one, and $[j_i,|\mathbf p|]=0$. Hence $Uj_iU=j_i$ and $J_i=L_i+S_i=\tilde L_i+\tilde S_i$. In a central field $J_i$ is conserved, so $L_i$ is conserved along with $S_i$, and $\tilde L_i$ along with $\tilde S_i$.

**Casimir operators.** At fixed $j,m$ the angular space holds $K=\pm(j+\tfrac12)$, with opposite parities. $U$ commutes with $\mathbf j$ and is odd under parity, so it exchanges them, $UKU=-K$. As $\mathbf l^2=K^2+K$,
$$U\mathbf l^2U=K^2-K=\mathbf l^2-2K=\mathbf l^2+2\boldsymbol\sigma\cdot\mathbf l+2 .$$
On $\psi$, $K=\kappa$ above and $-\kappa$ below. Thus $\mathbf L^2$ gives $\kappa^2+\kappa$ on both blocks and $\tilde{\mathbf L}^2$ gives $\kappa^2-\kappa$ on both, so every central-field eigenstate of sharp $\kappa$ carries sharp $l$ and $\tilde l$.

**Multiplets.** For $\Sigma=0$ the eigenfunctions of $\tilde TH\tilde T$, which is spin-free and rotationally invariant, are $(a(r),b(r))\,Y_{\tilde lm}\chi_\mu$, with an energy independent of $m$ and of the spin label $\mu$. These $2(2\tilde l+1)$ states couple to $j=\tilde l-\tfrac12$ and $j=\tilde l+\tfrac12$, with $2\tilde l$ and $2\tilde l+2$ substates. The conditions $|\kappa|=j+\tfrac12$ and $\kappa(\kappa-1)=\tilde l(\tilde l+1)$ select $\kappa=-\tilde l$ and $\tilde l+1$, as before. Because $\tilde T$ leaves the lower block alone, the normalized $b(r)$ is the common $F/r$ up to a phase. The spin case follows with $T$, $l$ and $G$.

## What each derivation assumes

The radial route needs spherical symmetry from its first line and divides by $E+M$ or $E-M$. It gives the degeneracy one bound state at a time and names no conserved operator. The operator route needs the constancy of one potential, and spherical symmetry for the orbital SU(2) alone; once written with $T$ or $\tilde T$ it involves no division by an energy, covers bound and scattering states alike, and shows the constancy to be necessary for these generators within the stated class. Its price is the nonlocal $U$. With no spatial symmetry at all its twofold degeneracy is no larger than the Kramers degeneracy, which holds for any real $S$ and $V$ because time reversal squares to $-1$; apart from accidental coincidences, new level pairings need an orbital symmetry as well.

The generators alone do not supply the labels $n$ and $n-1$ or say whether bound doublets exist. The labels come from the radial route and need its extra assumptions of finite potentials and a single turning point. The bound $E<-M+\max\Delta$ is only a necessary condition, which also follows from the expectation value of the spin-free equation for $\psi_l$; existence is shown here only by the worked examples. The equality of normalized components comes free from $\tilde T$, and from the total derivative (4) in the radial route, where it also yields the splitting.

## Breaking to first order

Add a small central $\delta\Sigma$ to the pseudospin limit. It does not mix different $\kappa$ and acts on the upper block, so $\delta E=\int\delta\Sigma\,G^2dr$. Insert (4) and integrate by parts, the boundary term $\delta\Sigma F^2/r$ vanishing; for $\delta\Delta$ use $\delta E=\int\delta\Delta\,F^2dr$ and the companion identity:

$$\delta(E_{-\tilde l}-E_{\tilde l+1})=-\frac{2\tilde l+1}{(M-E)^2}\int\delta\Sigma'\,\frac{F^2}{r}dr,\tag{5}$$
$$\delta(E_{-l-1}-E_l)=\frac{2l+1}{(E+M)^2}\int\delta\Delta'\,\frac{G^2}{r}dr.\tag{6}$$

A $\Delta$ that falls with $r$ lowers $j=l+\tfrac12$. For weak fields with $S=0$, $E+M\to2M$ and (6) becomes $(2l+1)\langle V'/r\rangle/4M^2$, the expectation of $V'\,\mathbf l\cdot\mathbf s/2M^2r$ with the difference $l+\tfrac12$ of $\mathbf l\cdot\mathbf s$.

## Worked example

The shape is $f=1/(1+e^{(r-R)/a})$ with round model parameters $R=30/M$, $a=3/M$. The system (1) is integrated for each $\kappa$ separately, without use of (2) or (3); the numerical output below lists the levels quoted here, not every level found. Partner energies were tested equal to $10^{-8}M$ and the shared normalized component to $10^{-6}$.

**A: $\Sigma=-0.07Mf$, $\Delta=0$.** The doublets $1p$, $1d$, $1f$ lie at $0.943192$, $0.950813$, $0.959436\,M$. For $1p_{3/2}$, $0.9431918^2-1=-0.110389$, which is the lowest $l=1$ eigenvalue of the spin-free equation found by finite differences. The level $2s_{1/2}$ lies $0.002567\,M$ above $1d_{3/2}$, so that pair is not protected here. With $\delta\Delta=\lambda f$, (6) gives the slope $3(-5.36345\times10^{-4})/1.9431918^2=-4.2612\times10^{-4}$ per unit $\lambda$. A central difference with $\lambda=\pm0.01M$ gives $-4.2616\times10^{-4}$, a deviation of $10^{-4}$ relative to the formula.

**B: $\Sigma=0$, $\Delta=0.7Mf$.** The bound is $E<-0.30003\,M$, and no level is found between $-0.3M$ and $0.995M$ for the seven $\kappa$ from $-3$ to $4$. The highest levels for $\tilde l=0,1,2,3$ in turn are the singlet $1p_{1/2}$ at $-0.316007\,M$ and the doublets $(2s_{1/2},1d_{3/2})$ at $-0.330677$, $(2p_{3/2},1f_{5/2})$ at $-0.347795$ and $(2d_{5/2},1g_{7/2})$ at $-0.366950\,M$, each doublet with $n_G=1,0$ and $n_F=0,0$. The energy falls as nodes are added ($3s_{1/2}$ and $2d_{3/2}$ at $-0.375487\,M$), and $\int F^2dr=0.991$ for the singlet, so the lower component dominates, as charge conjugation of an ordinary bound spectrum implies. With $\delta\Sigma=\lambda f$, (5) gives $-3(-1.91445\times10^{-4})/1.3306769^2=3.2436\times10^{-4}$ for the first doublet, against $3.2443\times10^{-4}$ by differences, a deviation of $2\times10^{-4}$ relative to the formula.

**C: $\Sigma=0$, $\Delta=kr^2/2$, $k=0.2M^3$.** A confining $\Delta$ gives exact doublets above $M$. Here $AB=E^2-M^2-\omega^2r^2$ with $\omega^2=(E-M)k/2>0$. Put $F=uw$ with $u=r^{\tilde l+1}e^{-\omega r^2/2}$. Then $u'/u=(\tilde l+1)/r-\omega r$ and $u''/u=\tilde l(\tilde l+1)/r^2+\omega^2r^2-\omega(2\tilde l+3)$, so (3) becomes
$$w''+2\Big(\frac{\tilde l+1}r-\omega r\Big)w'+\big[E^2-M^2-\omega(2\tilde l+3)\big]w=0 .$$
For a polynomial $w$ of degree $2\nu$, the coefficient of $r^{2\nu}$ requires $E^2-M^2=\omega(4\nu+2\tilde l+3)$. Dividing by $\sqrt{E-M}$, and identifying $\nu$ with $n_F$ as tested against the counted nodes,
$$(E+M)\sqrt{E-M}=\sqrt{k/2}\,(4n_F+2\tilde l+3).$$
For $(2s_{1/2},1d_{3/2})$ the bracket is 5, and $E=1.42509246\,M$ gives $2.425092\times\sqrt{0.425092}=1.58114=5\sqrt{0.1}$. The doublets $(3s_{1/2},2d_{3/2})$ and $(2d_{5/2},1g_{7/2})$ coincide at $1.938235\,M$ because both have bracket 9. That extra degeneracy belongs to the oscillator and is absent in B.

**D: $\Sigma=-0.07Mf$, $\Delta=0.7Mf$.** With $M=939.565$ MeV these fields are of roughly nuclear mean-field size. The model is a single particle in a fixed field, without Coulomb, isovector, tensor or correlation effects, and describes no particular nucleus. The valence node rule holds for every level found, and $1s_{1/2},1p_{3/2},1d_{5/2},1f_{7/2}$ are unpaired. The first pseudospin splitting is $-0.038836+0.041474=0.002638\,M=2.5$ MeV. The others are $0.8$ MeV for $(3s_{1/2},2d_{3/2})$, $3.1$ MeV for $(2p_{3/2},1f_{5/2})$ and $2.8$ MeV for $(2d_{5/2},1g_{7/2})$, with overlaps of the separately normalized $F$ from $0.90$ to $0.99$. The spin splittings of $1p$, $1d$, $1f$ are $-0.75$, $-1.7$, $-2.9$ MeV, with $G$ overlaps from $0.9989$ to $0.9997$.

Although $|\Sigma|$ is a tenth of $\Delta$, pseudospin is not uniformly the better symmetry of these valence states. Its overlaps are further from one than those of the spin pairs, and for the pairs listed its splittings are of the same size as the spin-orbit ones. The comparison of energies depends on the pairs chosen: the spin splitting of the nodeless pairs keeps growing with $l$, to about $-4$ and $-5$ MeV for $1g$ and $1h$ (also bound in this field, though not in the output), which exceeds every pseudospin splitting above, while the weakly bound pair $(3s_{1/2},2d_{3/2})$ is split by less than 1 MeV. The $2s_{1/2}$–$1d_{3/2}$ distance, $0.002638\,M$, is also close to the $0.002567\,M$ of case A, where $\Delta=0$, so that distance alone is no evidence of the symmetry. Equations (2) and (3) suggest why the ratio of depths need not be the measure. The spin-breaking term carries $\Delta'/A$, with $A\ge E+M-0.7M$, about $1.26M$ for $2s_{1/2}$. The pseudospin-breaking term carries $\Sigma'/B$, where $|B|$ is at most of order $0.07M$ and passes through zero at $r_t$; the term stays finite there, since by (1) it equals $-\Sigma'G$. That this accounts for the size of the splittings is a conjecture, not tested here. Formula (5) does not reach these states: the slope of case B times $\lambda=-0.07M$ is $-2.3\times10^{-5}M$, opposite in sign to $0.002638\,M$ and about a hundred times smaller, because (5) describes the levels near $-0.33M$ and not those near $+M$.

## Numbers as computed

```
max|[H,spin]| (M): V-S=C 4.4e-16, V+S=C 1.4e+00  (C=0.37)
max|[H,pseudo]| (M): V-S=C 1.4e+00, V+S=C 4.4e-16  (C=0.37)
max|[H,plain]| (M): V-S=C 3.3e+00, V+S=C 3.3e+00  (C=0.37)
Woods-Saxon R = 30.0 /M, a = 3.0 /M, Sigma0 = -0.07 M, Delta0 = 0.7 M
M = 939.565 MeV, 1/M = 0.21002 fm; step for slopes = 0.01 M
A 1p3/2,1p1/2: E = 0.94319180, 0.94319180 M; nG 0,0; nF 0,1
A 1d5/2,1d3/2: E = 0.95081295, 0.95081295 M; nG 0,0; nF 0,1
A 1f7/2,1f5/2: E = 0.95943616, 0.95943616 M; nG 0,0; nF 0,1
A 2s1/2 - 1d3/2 (not a spin doublet) = 0.002567 M
B 2s1/2,1d3/2: E = -0.33067694, -0.33067694 M; nG 1,0; nF 0,0
B 3s1/2,2d3/2: E = -0.37548747, -0.37548747 M; nG 2,1; nF 1,1
B 2p3/2,1f5/2: E = -0.34779524, -0.34779524 M; nG 1,0; nF 0,0
B 3p3/2,2f5/2: E = -0.39892927, -0.39892927 M; nG 2,1; nF 1,1
B 2d5/2,1g7/2: E = -0.36695039, -0.36695039 M; nG 1,0; nF 0,0
B 3d5/2,2g7/2: E = -0.42349984, -0.42349984 M; nG 2,1; nF 1,1
B singlet 1p1/2: E = -0.31600670 M; int F^2 = 0.99109
B bound -M+max(Delta) = -0.30003 M; levels in (-0.3,0.995) M: 0
A reduced eq. 1p3/2: eigenvalue -0.110389, E^2-M^2 = -0.110389 M^2
B reduced eq. 1d3/2: eigenvalue -0.890653, E^2-M^2 = -0.890653 M^2
A slope 1p3/2-1p1/2: integral -5.36345e-04 M^2, formula -4.26122e-04, fin.diff. -4.26164e-04
A slope 1d5/2-1d3/2: integral -7.71692e-04 M^2, formula -1.01387e-03, fin.diff. -1.01396e-03
B slope 2s1/2-1d3/2: integral -1.91445e-04 M^2, formula 3.24355e-04, fin.diff. 3.24427e-04
B slope 2p3/2-1f5/2: integral -2.68923e-04 M^2, formula 7.40203e-04, fin.diff. 7.40359e-04
C oscillator: Sigma = 0, Delta = k r^2/2, k = 0.2 M^3
C 2s1/2,1d3/2: E = 1.42509246, 1.42509246 M; nG 1,0; nF 0,0
C 3s1/2,2d3/2: E = 1.93823544, 1.93823544 M; nG 2,1; nF 1,1
C 2p3/2,1f5/2: E = 1.68147359, 1.68147359 M; nG 1,0; nF 0,0
C 2d5/2,1g7/2: E = 1.93823544, 1.93823544 M; nG 1,0; nF 0,0
C closed form 4nF+2l~+3 = 5: E = 1.42509246 M (2s1/2: 1.42509246 M)
C closed form 4nF+2l~+3 = 7: E = 1.68147359 M (2p3/2: 1.68147359 M)
C closed form 4nF+2l~+3 = 3: E = 1.18799632 M (1p1/2: 1.18799632 M)
charge conjugate of D 1s1/2: E = -0.93902281 M vs 0.93902281 M
D pseudo 2s1/2,1d3/2: E-M = -0.038836, -0.041474 M; split 0.002638 M = 2.478 MeV; F overlap 0.9600
D pseudo 3s1/2,2d3/2: E-M = -0.012145, -0.013004 M; split 0.000859 M = 0.807 MeV; F overlap 0.9855
D pseudo 2p3/2,1f5/2: E-M = -0.026681, -0.029954 M; split 0.003273 M = 3.075 MeV; F overlap 0.9302
D pseudo 2d5/2,1g7/2: E-M = -0.014786, -0.017798 M; split 0.003012 M = 2.830 MeV; F overlap 0.9021
D spin 1p3/2,1p1/2: E-M = -0.052717, -0.051914 M; split -0.000803 M = -0.754 MeV; G overlap 0.9997
D spin 1d5/2,1d3/2: E-M = -0.043283, -0.041474 M; split -0.001809 M = -1.699 MeV; G overlap 0.9992
D spin 1f7/2,1f5/2: E-M = -0.033037, -0.029954 M; split -0.003084 M = -2.897 MeV; G overlap 0.9989
D unpaired (kappa<0, nG=nF=0): 1s1/2 -0.060977, 1p3/2 -0.052717, 1d5/2 -0.043283, 1f7/2 -0.033037 (E-M, M)
```
